# Why one-wavelength ellipsometry cannot separate thickness and index at 1 nm

Fit both the thickness and the refractive index of a 1 nm oxide to one ellipsometric measurement, and the fit may return an index of 1.35 or of 2.00 with almost equal agreement. The thickness moves to compensate, so an error in one number is hidden by an error in the other. The reasoning that leads there sounds safe: the instrument delivers two angles, the film has two unknowns, and two equations fix two unknowns. The count is right, but for so thin a film one of the two angles hardly responds to it, so one of the two equations is nearly empty.

## The counter-example

Light of photon energy 1.96 eV (wavelength 632.6 nm) falls from air at $\phi=70^\circ$ on silicon covered by $d=1.00$ nm of oxide with index $n=1.46$. For silicon I take the rough typical index $3.88+0.02i$, hence the permittivity $\epsilon_s=15.054+0.155i$. Ellipsometry measures the ratio of the reflection amplitudes for the two polarizations,
$$\rho=\frac{r_p}{r_s}=\tan\psi\,e^{-i\Delta}.$$
The minus sign belongs to the time factor $e^{-i\omega t}$, for which absorption means $\operatorname{Im}\epsilon_s>0$.

Solving the field-matching conditions numerically gives

- bare silicon: $\psi=10.558^\circ$, $\Delta=179.188^\circ$;
- with oxide: $\psi=10.572^\circ$, $\Delta=176.314^\circ$.

The film moves $\Delta$ by $-2.87^\circ$ and $\psi$ by only $0.014^\circ$. Let the noise in $\psi$ be $\sigma_0=0.01^\circ$, a rough figure for a good instrument. Since $d\ln\tan\psi=2\,d\psi/\sin2\psi$, the noise in $\ln\tan\psi$ is
$$\sigma_L=\frac{2\sigma_0}{\sin2\psi}.$$
I assume the same independent noise in $\Delta$, which makes it $0.02^\circ/0.361=0.055^\circ$.

Now assume a wrong index and find, by numerical root search, the thickness that reproduces the measured $\Delta$. What remains is a mismatch in $\psi$:

| assumed $n$ | fitted $d$ (nm) | mismatch in $\psi$ (deg) |
|---|---|---|
| 1.35 | 1.149 | +0.0006 |
| 1.46 | 1.000 | 0 |
| 1.60 | 0.901 | −0.0007 |
| 1.80 | 0.840 | −0.0019 |
| 2.00 | 0.827 | −0.0033 |

Every mismatch is below the noise of $0.01^\circ$, so the measurement does not choose among these films. If the index is known, however, the thickness error is only 0.019 nm. The data are good; they measure one thing.

## The correct statement

Let a uniform, isotropic film with real permittivity $\epsilon=n^2$ lie on a substrate $\epsilon_s$ in air, with $k_0d\ll1$. In atomic units $k_0=\omega/c=\alpha\omega$, where $\alpha$ is the fine-structure constant. Let $\phi$ be below the Brewster angle and not close to it. Then, to first order in $d$,
$$\delta\ln\rho=iGJ,\qquad J=d\,\frac{(\epsilon-1)(\epsilon_s-\epsilon)}{\epsilon},\tag{1}$$
$$G=\frac{2k_0\cos\phi\sin^2\phi\;\epsilon_s}{(\epsilon_s-1)(\epsilon_s\cos^2\phi-\sin^2\phi)}.\tag{2}$$

The film enters through $J$ alone. If the substrate is transparent, $J$ is one real number and $d$ and $n$ cannot be separated at this order. If it absorbs, $J$ is complex and noiseless data would separate them, but at this order the second piece of information is proportional to $\operatorname{Im}\epsilon_s$. For silicon in red light, "cannot" therefore means "not at realistic noise".

## Proof

**Surface admittances.** Let $z$ point into the substrate, with the film at $0<z<d$, and let $K=k_0\sin\phi$ be the conserved wave number along the surface. For $s$ polarization the electric field $u$ obeys $u''=-q^2u$ with $q^2=\epsilon k_0^2-K^2$, and $u$ and $u'$ are continuous. Define $Y$ by $u'=iYu$. Differentiating gives $u''=iY'u-Y^2u$, so
$$Y'=i(q^2-Y^2).$$
For $p$ polarization let $u$ be the magnetic field. Now $u$ and $u'/\epsilon$ are continuous, and $(u'/\epsilon)'=-(k_0^2-K^2/\epsilon)u$. With $u'/\epsilon=iZu$ the same step gives
$$Z'=i\left(k_0^2-\frac{K^2}{\epsilon}-\epsilon Z^2\right).$$
In the substrate only a transmitted wave exists, so $Y(d)=q_s$ and $Z(d)=q_s/\epsilon_s$. In air $u=e^{iq_az}+re^{-iq_az}$, so the admittance at $z=0$ is $q_a(1-r)/(1+r)$. Hence
$$r_s=\frac{q_a-Y(0)}{q_a+Y(0)},\qquad r_p=\frac{q_a-Z(0)}{q_a+Z(0)}.$$

**Expansion in thickness.** Measure wave numbers in units of $k_0$ and write
$$x=k_0d,\quad a=\cos\phi,\quad s=\sin^2\phi,\quad b=\sqrt{\epsilon_s-s},\quad \zeta=b/\epsilon_s.$$
A Taylor step from $z=d$ back to $z=0$ is $Y(0)=Y(d)-dY'(d)+\tfrac12d^2Y''(d)$. Since $Y''=-2iYY'=2Y(q^2-Y^2)$, and similarly $Z''=-2i\epsilon ZZ'$,
$$Y(0)/k_0=b-ixA_s+x^2bA_s,\qquad A_s=\epsilon-\epsilon_s,$$
$$Z(0)/k_0=\zeta-ixA_p+x^2\epsilon\zeta A_p,\qquad A_p=1-\frac s\epsilon-\epsilon\zeta^2.$$
The function $\ln(a-y)-\ln(a+y)$ has first derivative $-2a/(a^2-y^2)$ and second derivative $-4ay/(a^2-y^2)^2$. With $R_s=A_s/(a^2-b^2)$ and $R_p=A_p/(a^2-\zeta^2)$ this gives, through second order,
$$\delta\ln r_s=2iaxR_s+2abx^2R_s(R_s-1),$$
$$\delta\ln r_p=2iaxR_p+2a\zeta x^2R_p(R_p-\epsilon).$$

**First order.** We need $R_p-R_s$. Because $a^2+s=1$, we have $a^2-b^2=1-\epsilon_s$, so $R_s=(\epsilon_s-\epsilon)/(\epsilon_s-1)$. For $R_p$ multiply numerator and denominator by $\epsilon_s^2$. The denominator becomes
$$\epsilon_s^2a^2-\epsilon_s+s=(\epsilon_s-1)(\epsilon_sa^2-s),$$
which expanding the right side confirms. The numerator becomes
$$\epsilon_s^2-\frac{s\epsilon_s^2}{\epsilon}-\epsilon\epsilon_s+\epsilon s
=(\epsilon_s-\epsilon)\left[\epsilon_s-\frac{s(\epsilon_s+\epsilon)}{\epsilon}\right].$$
Subtract $R_s$ over the common denominator. The bracket turns into
$$\epsilon_s-\frac{s\epsilon_s}{\epsilon}-s-\epsilon_sa^2+s=s\epsilon_s\left(1-\frac1\epsilon\right),$$
and therefore
$$R_p-R_s=\frac{s\,\epsilon_s(\epsilon-1)(\epsilon_s-\epsilon)}{\epsilon(\epsilon_s-1)(\epsilon_sa^2-s)}.$$
Multiplication by $2iax$ gives (1) and (2). For several thin layers the first-order changes of $Y$ and $Z$ add, each evaluated at the substrate admittance, so their $J$ values add too.

**Which order goes where.** Take $\epsilon_s$ real. Complex conjugation of the equations for $Y$ and $Z$ is the same as reversing $z$, and the starting values are real. Hence $\rho(-d)=\rho(d)^*$: odd powers of $d$ enter $\Delta$, even powers enter $\ln\tan\psi$. On a transparent substrate $\psi$ thus has no first-order signal.

## Reading the example

Here $J=0.531\times(12.92+0.155i)=6.86+0.082i$ nm, and $G=0.00732-0.00016i$ nm$^{-1}$. Since $\ln\rho=\ln\tan\psi-i\Delta$, the first-order shift of $\Delta$ is $-\operatorname{Re}(GJ)=-0.0502$ rad $=-2.88^\circ$, against $-2.87^\circ$ from the full solution. The small shift of $\psi$ has a first-order part of $0.0049^\circ$, present because silicon absorbs slightly, and a second-order part of $0.0091^\circ$.

For the trade between $d$ and $n$, neglect $\operatorname{Im}\epsilon_s$ and write
$$\frac Jd=\epsilon_s+1-\epsilon-\frac{\epsilon_s}{\epsilon}.$$
This is unchanged when $\epsilon$ is replaced by $\epsilon_s/\epsilon$. A 1 nm film of index $3.88/1.46=2.66$ should then imitate the oxide. The full solution gives it $\Delta=176.311^\circ$ and $\psi=10.561^\circ$: the difference in $\Delta$ is far below the noise, and that in $\psi$, $0.011^\circ$, is about one standard error.

The derivative $-1+\epsilon_s/\epsilon^2$ vanishes at $\epsilon=\sqrt{\epsilon_s}$, that is, at $n=\sqrt{3.88}=1.97$. There $J/d$ has its maximum $(\sqrt{\epsilon_s}-1)^2=8.29$. This explains why the fitted thickness levels off in the table: at leading order no film with a real index and a thickness below $6.86/8.29=0.83$ nm can produce this signal. Near that index the fitted thickness is insensitive to a wrong index, but for the same reason $\Delta$ carries almost no information about the index, and only the weak signal in $\psi$ remains.

## How weak the second combination is

With an absorbing substrate, (1) can be inverted. Since $\operatorname{Im}J=d(1-1/\epsilon)\operatorname{Im}\epsilon_s$, division gives
$$\epsilon=\operatorname{Re}\epsilon_s-\operatorname{Im}\epsilon_s\,\frac{\operatorname{Re}J}{\operatorname{Im}J}.$$
So the index is available in principle, provided the second-order term is negligible. For the 1 nm example it is not: the noiseless full solution, read through (1), gives an apparent $\operatorname{Im}J$ of $-0.038$ nm, and the formula returns $\epsilon\approx43$ instead of 2.13. Even at 0.01 nm it returns 1.94. But $\operatorname{Im}J$ is 0.082 nm, while the noise in each part of $J$ is $\sigma_L/|G|=9.7\times10^{-4}/0.00732=0.13$ nm. The number that carries the index at first order is smaller than its own error.

For the general error, write $L=\ln\rho$ and let subscripts denote derivatives. A noise $\delta L$ is absorbed by parameter changes obeying $\delta L=L_d\,\delta d+L_\epsilon\,\delta\epsilon$. Multiply by $L_d^*$ and take the imaginary part:
$$\operatorname{Im}(L_d^*\delta L)=D\,\delta\epsilon,\qquad D=\operatorname{Im}(L_d^*L_\epsilon).$$
The real and imaginary parts of $\delta L$ have independent errors $\sigma_L$, so $\sigma_\epsilon=\sigma_L|L_d|/|D|$. At first order
$$J_d=\left(1-\frac1\epsilon\right)(\epsilon_s-\epsilon),\qquad J_\epsilon=d\left[\frac{\epsilon_s-\epsilon}{\epsilon^2}-\left(1-\frac1\epsilon\right)\right].$$
The first term of $J_\epsilon$ has the same phase as $J_d$ and drops out of $D$. The second leaves
$$D=|G|^2d\left(1-\frac1\epsilon\right)^2\operatorname{Im}\epsilon_s.$$
With $\sigma_n=\sigma_\epsilon/(2n)$,
$$\sigma_n=\frac{\sigma_L|\epsilon_s-\epsilon|}{2n|G|\,d\,(1-1/\epsilon)\operatorname{Im}\epsilon_s}.\tag{3}$$

For the example (3) gives 7.1. The full solution, differentiated numerically, gives $\sigma_n=1.9$ and $\sigma_d=1.8$ nm, with a correlation of $-0.99995$. The second-order term in $\psi$ accounts for the improvement. On a transparent substrate it is the leading source of $D$: if $J=df(\epsilon)$ and the second-order term is $k_0^2d^2h(\epsilon)$, then
$$D=k_0^2d^2G\,(2hf'-h'f),$$
which grows as $d^2$.

These errors come from linearization and exceed the physical range of $n$, so they are not literal intervals. They say that the index is poorly determined; the table shows part of the actual family of films.

## More angles, thicker films, stronger absorption

A change of angle alters $G$ but not $J$. With the same $\psi$ noise at each angle, the index errors at 60, 65, 70 and 75 degrees are 2.6, 2.2, 1.9 and 1.8. Together they give 1.0, which is what averaging four independent estimates gives: $(\sum\sigma_i^{-2})^{-1/2}=1.0$. The angles reduce noise but supply no strong new combination.

Thickness does help. At $70^\circ$, with the same optical constants and $\psi$ noise, the index error falls from 1.9 at 1 nm to 0.025 at 10 nm and 0.00024 at 100 nm. At 100 nm the two unknowns are well separated, and the thickness error is 0.03 nm. The gain does not continue indefinitely: near 283 nm a film of index 1.46 is half a wave thick at this angle, the reflection is that of bare silicon, and the linearized index error diverges.

Strong substrate absorption also helps. At 3.40 eV silicon has an index of roughly $6.5+2.7i$. Keeping the film, angle and $\psi$ noise unchanged, (3) gives $\sigma_n=0.19$ and the full solution 0.17, about eleven times better than in red light. Wavelength and real index change here too: at 3.40 eV a non-absorbing substrate of index 6.5 gives 1.2, so absorption accounts for a factor of about seven. That is still too coarse to tell an index of 1.46 from one of 1.60.

The expansion of $\ln\rho$ fails near the Brewster angle, where $\epsilon_s\cos^2\phi-\sin^2\phi$ becomes small and so does $r_p$. The errors quoted at $75^\circ$ come from the full solution, not from (1).

## The real oxide on silicon

A film of about 1 nm is in the range of native and thin gate oxides on silicon. The model gives it a bulk index and sharp boundaries, and both are approximations at this thickness. In the model, a suboxide layer of 0.3 nm with $n=2.0$ beneath the oxide changes $\Delta$ by $-1.04^\circ$. At $2.87^\circ$ per nm this reads as 0.36 nm of extra oxide. An adsorbed water layer of 0.2 nm with $n=1.33$ changes $\Delta$ by $-0.48^\circ$, or 0.17 nm. These assumed layers outweigh the 0.019 nm noise error at known index.

The index signal in $\psi$ is more fragile still. An angle error of $0.01^\circ$ shifts $\psi$ by $-0.016^\circ$, and warming the silicon by 5 K, with a rough index slope of $3\times10^{-4}$ per kelvin, shifts it by $+0.011^\circ$. The largest mismatch in the table is $0.0033^\circ$. Under these conditions the defensible procedure is to fix the index from other knowledge, fit one thickness, and state the assumed index with it. If all that is known is that $n$ lies between 1.35 and 1.60, the thickness lies between 1.15 and 0.90 nm, before noise, extra layers and errors in the silicon constants are counted.

All numerical values are calculated from the stated model.
